**Square Hall sheet: resistance and duality tests**

For a uniform isotropic square with perfect electrodes on opposite edges, the result under test is $R=\sqrt{r^2+h^2}$, where $r$ and $h$ are the longitudinal and Hall sheet resistivities. The program asserts this law by conformal-map quadrature at six ratios $h/r$ from 0 to 6, and by a finite-element solution of the boundary problem for the graphene example. That example gives 1125.20 Ω from the formula and 1125.24 Ω from finite elements. On a 2:1 rectangle, the program also asserts that the rotated fields match a separately solved dual device in the reversed field; away from the corners they differ by 0.046% in relative norm. Further assertions cover the corner exponents, the product rule for inverse aspect ratios, and the rescaling of an anisotropic sheet, for which the isotropic formula fails. With contact resistance included, the output shows an increase of about 15 Ω at 1.5 T, compared with 40 Ω at zero field.

## Verification by program

```python
"""
Result under test: a uniform isotropic square sheet with perfect electrodes on
two opposite edges has two-terminal resistance R = sqrt(r^2 + h^2).
r: longitudinal sheet resistivity (ohm); h: Hall sheet resistivity (ohm).
Material law: E = rho j, rho = [[r, h], [-h, r]]; tan(theta) = |h| / r.
Roads to R: (1) finite elements for div j = 0, E = -grad(phi);
(2) quadrature of the conformal map from a rectangle to a parallelogram.
Neither road uses the square-root formula.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.sparse import coo_matrix, diags
from scipy.sparse.linalg import spsolve
from scipy.special import ellipk, ellipkm1, expit


def tensor(r, h):
    return np.array([[r, h], [-h, r]])


def conformal_resistance(r, h, aspect):
    """Resistance of a rectangle; aspect = electrode spacing / electrode width."""
    k = brentq(lambda q: 2 * ellipk(q * q) / ellipkm1(q * q) - aspect,
               1e-6, 0.999999, xtol=1e-15, rtol=1e-14)
    theta = np.arctan2(abs(h), r)
    u = -0.5 - theta / np.pi
    v = -0.5 + theta / np.pi
    end = 1 / k
    horizontal = quad(lambda t: (end - t)**u * (end + t)**v, -1, 1,
                      weight="alg", wvar=(u, v), epsabs=0, epsrel=1e-11)[0]
    slanted = quad(lambda t: (t + 1)**u * (end + t)**v, 1, end,
                   weight="alg", wvar=(v, u), epsabs=0, epsrel=1e-11)[0]
    return r * horizontal / (slanted * np.cos(theta))


def solve_sheet(rho, length, width, cells, contacts="x", line_contact=0.0):
    """Bilinear finite elements at unit voltage; returns R and E at cell centres.
    line_contact: contact resistance times electrode width (0 = perfect)."""
    nx, ny = cells
    hx, hy = length / nx, width / ny
    sigma = np.broadcast_to(np.linalg.inv(rho), (nx * ny, 2, 2))

    def gradients(s, t):
        return np.array([[-(1 - t) / hx, (1 - t) / hx, t / hx, -t / hx],
                         [-(1 - s) / hy, -s / hy, s / hy, (1 - s) / hy]])

    gauss = (0.5 - 0.5 / np.sqrt(3), 0.5 + 0.5 / np.sqrt(3))
    geometry = np.zeros((2, 2, 4, 4))
    for s in gauss:
        for t in gauss:
            d = gradients(s, t)
            geometry += hx * hy / 4 * np.einsum("ia,jb->ijab", d, d)
    local = np.einsum("eij,ijab->eab", sigma, geometry)
    grid = np.arange((nx + 1) * (ny + 1)).reshape(nx + 1, ny + 1)
    base = grid[:-1, :-1].ravel()
    nodes = np.stack([base, base + ny + 1, base + ny + 2, base + 1], axis=1)
    rows = np.repeat(nodes, 4, axis=1).ravel()
    cols = np.tile(nodes, (1, 4)).ravel()
    matrix = coo_matrix((local.ravel(), (rows, cols)),
                        shape=(grid.size, grid.size)).tocsr()
    if contacts == "x":
        source, drain, step = grid[0, :], grid[-1, :], hy
    else:
        source, drain, step = grid[:, 0], grid[:, -1], hx
    phi = np.zeros(grid.size)
    if line_contact == 0:
        phi[source] = 1.0
        free = np.setdiff1d(grid.ravel(), np.concatenate([source, drain]))
        load = -(matrix @ phi)[free]
        phi[free] = spsolve(matrix[free][:, free].tocsc(), load)
        current = (matrix @ phi)[source].sum()
    else:
        g = np.full(source.size, step / line_contact)
        g[[0, -1]] /= 2
        extra = np.zeros(grid.size)
        extra[source] = g
        extra[drain] = g
        load = np.zeros(grid.size)
        load[source] = g
        phi = spsolve((matrix + diags(extra)).tocsc(), load)
        current = np.sum(g * (1 - phi[source]))
    field = -phi[nodes] @ gradients(0.5, 0.5).T
    return 1 / current, field.reshape(nx, ny, 2)


# ---- Example: graphene channel, rough typical values ----
density_cm2 = 1.0e12
mobility_cm2 = 1.0e4
field_T = 1.5
side_um = 10.0
bias_V = 0.010
temperature = 300.0
oxide_nm = 300.0
oxide_permittivity = 3.9
fermi_velocity = 1.0e6
contact_ohm_um = 200.0
density_rms = 0.10

e, hbar, kB = const.e, const.hbar, const.k
n = density_cm2 * 1e4
mu = mobility_cm2 * 1e-4
r = 1 / (n * e * mu)
h = field_T / (n * e)
R_formula = np.hypot(r, h)
theta = np.arctan2(h, r)

# ---- The square-root law by quadrature, over a wide range of Hall angle ----
worst_quadrature = 0.0
for ratio in (0.0, 0.2, 0.7, 1.5, 3.0, 6.0):
    value = conformal_resistance(1.0, ratio, 1.0)
    worst_quadrature = max(worst_quadrature,
                           abs(value / np.sqrt(1 + ratio**2) - 1))
assert worst_quadrature < 1e-6

# ---- The square-root law from the boundary-value problem ----
mesh = (120, 120)
R_fem, E_square = solve_sheet(tensor(r, h), side_um, side_um, mesh)
# 1 % allows for the mesh error caused by the singular corner fields
assert abs(R_fem / R_formula - 1) < 0.01

# ---- Corner exponents: one hot and one cold corner on each electrode ----
near, far = 6, 14
slopes = []
for line in (lambda m: E_square[m, m], lambda m: E_square[m, -1 - m]):
    growth = np.linalg.norm(line(far)) / np.linalg.norm(line(near))
    slopes.append(np.log(growth) / np.log((far + 0.5) / (near + 0.5)))
slopes.sort()
corner_exponent = 2 * theta / np.pi
# tolerance: few-cell distances from the corner and finite device size
assert abs(slopes[0] + corner_exponent) < 0.1
assert abs(slopes[1] - corner_exponent) < 0.1

# ---- Duality on a 2:1 rectangle, where no diagonal symmetry can help ----
rect_mesh = (160, 80)
R_long, E_long = solve_sheet(tensor(r, h), 2.0, 1.0, rect_mesh)
R_dual, E_dual = solve_sheet(tensor(r, -h), 2.0, 1.0, rect_mesh, contacts="y")
j_long = E_long @ np.linalg.inv(tensor(r, h)).T
rho0 = np.hypot(r, h)
predicted = rho0 * np.stack([-j_long[..., 1], j_long[..., 0]], axis=-1)
actual = E_dual * rho0 / R_long
xc = (np.arange(160) + 0.5) / 80
yc = (np.arange(80) + 0.5) / 80
X, Y = np.meshgrid(xc, yc, indexing="ij")
corner_distance = np.hypot(np.minimum(X, 2 - X), np.minimum(Y, 1 - Y))
keep = corner_distance > 0.15
field_error = (np.linalg.norm((predicted - actual)[keep])
               / np.linalg.norm(actual[keep]))
assert field_error < 0.03
assert abs(R_long * R_dual / rho0**2 - 1) < 0.02
R_long_map = conformal_resistance(r, h, 2.0)
R_short_map = conformal_resistance(r, h, 0.5)
assert abs(R_long_map * R_short_map / rho0**2 - 1) < 1e-6
assert abs(R_long / R_long_map - 1) < 0.01

# ---- Anisotropic sheet: rescaling holds, the square-root law does not ----
rho_aniso = np.array([[1.0, 2.0], [-2.0, 4.0]])
R_aniso, _ = solve_sheet(rho_aniso, 1.0, 1.0, mesh)
R_rescaled = conformal_resistance(2.0, 2.0, 0.5)
naive_aniso = np.hypot(rho_aniso[0, 0], rho_aniso[0, 1])
assert abs(R_aniso / R_rescaled - 1) < 0.01
assert abs(R_aniso / naive_aniso - 1) > 0.05

# ---- Neglected effect: contact resistance, solved with the Hall field ----
R_contact, _ = solve_sheet(tensor(r, h), side_um, side_um, mesh,
                           line_contact=contact_ohm_um)
R_contact_zero, _ = solve_sheet(tensor(r, 0), side_um, side_um, mesh,
                                line_contact=contact_ohm_um)
series = 2 * contact_ohm_um / side_um
assert abs(R_contact_zero / (r + series) - 1) < 1e-6
inferred_mu = np.sqrt((R_contact / R_contact_zero)**2 - 1) / field_T * 1e4

# ---- Neglected effect: smooth density variation at fixed mobility ----
centre = (np.arange(120) + 0.5) / 120
wave = np.cos(6 * np.pi * centre)
relative_density = 1 + 2 * density_rms * np.outer(wave, wave)
rho_map = tensor(r, h)[None, :, :] / relative_density.ravel()[:, None, None]
R_patchy, _ = solve_sheet(rho_map, side_um, side_um, mesh)

# ---- Neglected effect: thermally excited holes of equal mobility ----
thermal_density = 2 / np.pi * (kB * temperature / (hbar * fermi_velocity))**2


def carriers(eta):
    return thermal_density * quad(lambda u: u * expit(eta - u), 0, 80,
                                  limit=200)[0]


eta = brentq(lambda q: carriers(q) - carriers(-q) - n, 0.0, 20.0)
electrons, holes = carriers(eta), carriers(-eta)
denominator = 1 + (mu * field_T)**2
sigma_long = e * mu * (electrons + holes) / denominator
sigma_hall = e * mu**2 * field_T * (electrons - holes) / denominator
R_two_carrier = 1 / np.hypot(sigma_long, sigma_hall)

# ---- Other neglected effects ----
k_fermi = np.sqrt(np.pi * n)
fermi_energy = hbar * fermi_velocity * k_fermi
free_path_nm = hbar * k_fermi * mu / e * 1e9
landau_spacing = hbar * fermi_velocity**2 * e * field_T / fermi_energy
damping_argument = 2 * np.pi**2 * kB * temperature / landau_spacing
damping = damping_argument / np.sinh(damping_argument)
bias_density = (const.epsilon_0 * oxide_permittivity * bias_V
                / (oxide_nm * 1e-9 * e))
drift_speed = mu * bias_V / (side_um * 1e-6)

print(f"Carrier density: {density_cm2:.2e} cm^-2")
print(f"Mobility: {mobility_cm2:.0f} cm2/Vs")
print(f"Magnetic field: {field_T:.2f} T")
print(f"Side of square: {side_um:.1f} um")
print(f"Temperature: {temperature:.0f} K")
print(f"Bias: {bias_V * 1e3:.1f} mV")
print(f"Longitudinal resistivity r: {r:.2f} ohm")
print(f"Hall resistivity h: {h:.2f} ohm")
print(f"Hall angle: {np.degrees(theta):.2f} degrees")
print(f"R from square-root law: {R_formula:.2f} ohm")
print(f"R from finite elements: {R_fem:.2f} ohm")
print(f"R from conformal map: {conformal_resistance(r, h, 1.0):.2f} ohm")
print(f"Worst relative error, conformal map: {worst_quadrature:.1e}")
print(f"Relative magnetoresistance: {100 * (R_formula / r - 1):.2f} %")
print(f"Current at the bias: {bias_V / R_formula * 1e6:.3f} uA")
for B in (0.0, 0.5, 1.0, 1.5, 3.0):
    value = conformal_resistance(r, B / (n * e), 1.0)
    print(f"Field table, conformal map: B = {B:.1f} T, R = {value:.2f} ohm")
print(f"Corner exponent 2 theta/pi: {corner_exponent:.3f}")
print(f"Measured corner slopes: {slopes[0]:.3f}, {slopes[1]:.3f}")
print(f"Rectangle L/W = 2, conformal map: {R_long_map:.2f} ohm")
print(f"Rectangle L/W = 1/2, conformal map: {R_short_map:.2f} ohm")
print(f"Root of their product: {np.sqrt(R_long_map * R_short_map):.2f} ohm")
print(f"Rotated-field error away from corners: {100 * field_error:.3f} %")
print("Anisotropic test: rho_xx = 1, rho_yy = 4, rho_xy = 2 ohm")
print(f"Anisotropic R, finite elements: {R_aniso:.4f} ohm")
print(f"Anisotropic R, rescaled rectangle: {R_rescaled:.4f} ohm")
print(f"Anisotropic case, naive root: {naive_aniso:.4f} ohm")
print(f"Contact resistance times width: {contact_ohm_um:.0f} ohm um")
print(f"Two contacts in simple series: {series:.2f} ohm")
print(f"R at zero field with contacts: {R_contact_zero:.2f} ohm")
print(f"R in field with contacts: {R_contact:.2f} ohm")
print(f"Change of R in field by contacts: {R_contact - R_fem:.2f} ohm")
print(f"Mobility inferred with contacts: {inferred_mu:.0f} cm2/Vs")
print(f"Density variation, rms: {100 * density_rms:.0f} %")
print(f"Change of R by variation: {100 * (R_patchy / R_fem - 1):.3f} %")
print(f"Thermal hole density: {holes * 1e-4:.2e} cm^-2")
print(f"Change of R by holes: {100 * (R_two_carrier / R_formula - 1):.3f} %")
print(f"Fermi energy at zero temperature: {fermi_energy / e * 1e3:.1f} meV")
print(f"Mean free path: {free_path_nm:.1f} nm")
print(f"Mean free path / side: {free_path_nm / (side_um * 10):.2f} %")
print(f"Landau spacing at Fermi level: {landau_spacing / e * 1e3:.2f} meV")
print(f"Thermal energy: {kB * temperature / e * 1e3:.2f} meV")
print(f"Thermal factor of quantum oscillations: {damping:.1e}")
print(f"Oxide thickness: {oxide_nm:.0f} nm")
print(f"Density change by bias / density: {100 * bias_density / n:.3f} %")
print(f"Mean-field drift / Fermi velocity: {drift_speed / fermi_velocity:.1e}")
print("every check passed")
```

Printed output:

```
Carrier density: 1.00e+12 cm^-2
Mobility: 10000 cm2/Vs
Magnetic field: 1.50 T
Side of square: 10.0 um
Temperature: 300 K
Bias: 10.0 mV
Longitudinal resistivity r: 624.15 ohm
Hall resistivity h: 936.23 ohm
Hall angle: 56.31 degrees
R from square-root law: 1125.20 ohm
R from finite elements: 1125.24 ohm
R from conformal map: 1125.20 ohm
Worst relative error, conformal map: 4.4e-16
Relative magnetoresistance: 80.28 %
Current at the bias: 8.887 uA
Field table, conformal map: B = 0.0 T, R = 624.15 ohm
Field table, conformal map: B = 0.5 T, R = 697.82 ohm
Field table, conformal map: B = 1.0 T, R = 882.68 ohm
Field table, conformal map: B = 1.5 T, R = 1125.20 ohm
Field table, conformal map: B = 3.0 T, R = 1973.74 ohm
Corner exponent 2 theta/pi: 0.626
Measured corner slopes: -0.626, 0.625
Rectangle L/W = 2, conformal map: 1775.03 ohm
Rectangle L/W = 1/2, conformal map: 713.27 ohm
Root of their product: 1125.20 ohm
Rotated-field error away from corners: 0.046 %
Anisotropic test: rho_xx = 1, rho_yy = 4, rho_xy = 2 ohm
Anisotropic R, finite elements: 1.6394 ohm
Anisotropic R, rescaled rectangle: 1.6393 ohm
Anisotropic case, naive root: 2.2361 ohm
Contact resistance times width: 200 ohm um
Two contacts in simple series: 40.00 ohm
R at zero field with contacts: 664.15 ohm
R in field with contacts: 1140.60 ohm
Change of R in field by contacts: 15.36 ohm
Mobility inferred with contacts: 9308 cm2/Vs
Density variation, rms: 10 %
Change of R by variation: 0.382 %
Thermal hole density: 1.56e+09 cm^-2
Change of R by holes: -0.096 %
Fermi energy at zero temperature: 116.7 meV
Mean free path: 116.7 nm
Mean free path / side: 1.17 %
Landau spacing at Fermi level: 8.46 meV
Thermal energy: 25.85 meV
Thermal factor of quantum oscillations: 7.8e-25
Oxide thickness: 300 nm
Density change by bias / density: 0.072 %
Mean-field drift / Fermi velocity: 1.0e-03
every check passed
```
